# Why Oxide Thickness Variation Can Lower the Weibull Slope

Thin regions of an oxide fail early, but this alone does not lower the Weibull slope. If thickness varies inside every device in the same way, and all thicknesses share one slope \(\beta\), the averaged hazard is again a Weibull hazard with slope \(\beta\). Only its time scale becomes shorter. Within the model treated here, the slope falls for two other reasons:

- Thin oxide may have a smaller \(\beta\), and thin oxide carries most of the hazard.
- Devices may differ from one another, so that the weak ones leave the population and the survivors have a lower hazard.

For Gaussian thickness, the first effect persists at low failure percentiles, while the second fades there. This matters when a lifetime is projected from a measured slope.

## The model

Voltage, temperature and device area are fixed. A device of uniform thickness \(x=x_0+u\) survives to time \(t\) with probability \(e^{-H}\), where the cumulative hazard is

\[
H(t|u)=\left(\frac{t}{\eta}\right)^{\beta},\qquad \ln\frac{\eta}{\eta_0}=\gamma u .
\]

Here \(\eta_0\) is the scale lifetime at the mean thickness \(x_0\), and \(\gamma>0\) because thinner oxide fails sooner at fixed voltage, where it sees a higher field and carries more tunnelling current. With \(\tau=\ln(t/\eta_0)\), this is \(H=e^{\beta(\tau-\gamma u)}\).

Two cases are compared. In one, \(\beta=\beta_0\) for all thicknesses. In the other, \(\beta=b(x_0+u)\) with \(\beta_0=bx_0\), a linear form of the percolation picture in which a thicker film needs more defects to bridge it.

Divide the device into \(N\) equal patches with independent thicknesses. Breakdown sites are taken to be independent, so hazard is proportional to area, and a patch of given thickness survives with probability \(e^{-H/N}\). Its thickness is unknown, so this probability is averaged over thickness, written \(E[\dots]\). The device survives only if all \(N\) patches do:

\[
S_N=\left(E\!\left[e^{-H/N}\right]\right)^N,\qquad
H_N\equiv-\ln S_N=-N\ln E\!\left[e^{-H/N}\right].
\]

\(N=1\) describes uniform devices that differ from each other. Large \(N\) describes devices that each contain the whole thickness distribution. If \(E[H]\) is finite, then \(E[e^{-H/N}]=1-E[H]/N+o(1/N)\), and therefore \(H_N\to E[H]\) as \(N\to\infty\).

## Which hazards are averaged

On a Weibull plot, \(\ln(-\ln S)\) is drawn against \(\ln t\), so the local slope is \(m_N=d\ln H_N/d\tau\). Since \(dH/d\tau=\beta H\),

\[
\frac{dH_N}{d\tau}
=-N\,\frac{E\!\left[-(\beta H/N)\,e^{-H/N}\right]}{E\!\left[e^{-H/N}\right]}
=\frac{E\!\left[\beta H e^{-H/N}\right]}{E\!\left[e^{-H/N}\right]},
\]

\[
m_N=\frac{E\!\left[\beta H e^{-H/N}\right]}{E\!\left[e^{-H/N}\right]\,H_N}.
\]

The instantaneous hazard of a uniform device is \(dH/dt=\beta H/t\). The population hazard is thus an average over patches that are still intact, with weight \(e^{-H/N}\). For \(N\to\infty\) that weight tends to one and the plain average remains. The reason is physical: a device whose thin spot has broken is removed as a whole, and the surviving devices still contain the full range of thicknesses.

## Equal slopes inside each device

For constant \(\beta\) and \(N\to\infty\), the factor \(\beta\) leaves the average:

\[
m_\infty=\frac{E[\beta H]}{E[H]}=\beta .
\]

This holds for any thickness distribution with finite \(E[H]\). For Gaussian \(u\) with zero mean and standard deviation \(\sigma\), the identity \(E[e^{-\beta\gamma u}]=e^{\beta^2\gamma^2\sigma^2/2}\) gives

\[
E[H]=e^{\beta\tau+\beta^2\gamma^2\sigma^2/2}
=\left(\frac{t}{\eta_{\rm eff}}\right)^\beta,\qquad
\eta_{\rm eff}=\eta_0e^{-\beta\gamma^2\sigma^2/2}.
\]

Averaging the scale lifetimes instead gives \(E[\eta]=\eta_0e^{+\gamma^2\sigma^2/2}\), which is longer than \(\eta_0\). That average favours thick regions, whereas a weakest-link device is governed by its thin ones.

The breakdown spot has thickness density proportional to \(e^{-u^2/(2\sigma^2)}e^{-\beta\gamma u}\). Completing the square shows that this is a Gaussian centred at \(u=-\beta\gamma\sigma^2\). Breakdown therefore prefers thin spots, but by the same amount at all times. A preference that does not change with time rescales the hazard without changing its power of \(t\).

## Slopes that depend on thickness

Keep \(N\to\infty\) but let \(\beta\) vary. Then

\[
m_\infty=\frac{E[\beta H]}{E[H]}
=E[\beta]+\frac{\operatorname{Cov}(\beta,H)}{E[H]} .
\]

The slope is the hazard-weighted mean of \(\beta\). It lies below \(E[\beta]\) when the regions of large hazard are those of small \(\beta\).

For Gaussian thickness the average can be done in closed form. Multiplying out the exponent,

\[
\ln H=(\beta_0+bu)(\tau-\gamma u)=\beta_0\tau+pu-b\gamma u^2,\qquad p=b\tau-\beta_0\gamma .
\]

The Gaussian weight adds \(-u^2/(2\sigma^2)\). With \(D=1+2b\gamma\sigma^2\), the terms containing \(u\) become

\[
pu-\frac{D u^2}{2\sigma^2}
=-\frac{D}{2\sigma^2}(u-u_*)^2+\frac{\sigma^2p^2}{2D},\qquad
u_*=\frac{\sigma^2p}{D}.
\]

The remaining Gaussian has variance \(\sigma^2/D\) instead of \(\sigma^2\), so its integral supplies a factor \(D^{-1/2}\):

\[
\ln H_\infty=\beta_0\tau-\tfrac12\ln D+\frac{\sigma^2(b\tau-\beta_0\gamma)^2}{2D}.
\]

Differentiation with respect to \(\tau\), using \(dp/d\tau=b\), gives

\[
m_\infty=\beta_0+\frac{b\sigma^2p}{D}=b(x_0+u_*).
\]

The apparent slope is that of the dominant thickness \(x_0+u_*\), the centre of the hazard-weighted distribution. At \(t=\eta_0\), where \(p=-\beta_0\gamma\),

\[
\frac{m_\infty}{\beta_0}=1-\frac{b\gamma\sigma^2}{1+2b\gamma\sigma^2}
=\frac{1+b\gamma\sigma^2}{1+2b\gamma\sigma^2}.
\]

The slope is below \(\beta_0\) when \(p<0\), which means \(\tau<\gamma x_0\). The formula gives a slope above \(\beta_0\) at later times, but for the values used below this happens only after practically every device has failed. Towards earlier times \(u_*\) moves to thinner oxide and the slope keeps falling. The curve bends accordingly: \(d^2\ln H_\infty/d\tau^2=b^2\sigma^2/D>0\).

The Gaussian formula cannot be followed to arbitrarily early times. The dominant thickness must stay several widths \(\sigma/\sqrt D\) away from \(x=0\), where \(\beta\) vanishes, and both linear laws must hold around the dominant thickness. When \(\beta\) varies, the linear law for \(\ln\eta\) is also tied to the chosen device area: multiplying the area by \(k\) shifts \(\ln\eta\) by \(-(\ln k)/\beta\), which is not linear in \(u\).

## Devices that differ

Now return to constant \(\beta\), with finite \(N\). Write \(H=\Lambda Z\), where \(\Lambda=e^{\beta\tau}\) carries the time and \(Z=e^{-\beta\gamma u}\) the thickness. Define \(G(q)=-\ln E[e^{-qZ}]\) with \(q=\Lambda/N\). Then \(H_N=NG(q)\), and because \(dq/d\tau=\beta q\),

\[
m_N=\beta\,\frac{qG'(q)}{G(q)} .
\]

The first derivative \(G'=E[Ze^{-qZ}]/E[e^{-qZ}]\) is the mean of \(Z\) among surviving patches. The second derivative is minus the variance of \(Z\) among them, so \(G'\) cannot increase. Since \(G(0)=0\),

\[
G(q)=\int_0^qG'(s)\,ds\ge qG'(q),\qquad\text{hence}\qquad m_N\le\beta .
\]

The lowering comes from survivor selection: patches with large \(Z\) disappear, and the mean hazard factor of the rest declines.

At early times, let \(\mu\) and \(v\) be the mean and variance of \(Z\), both assumed finite. Then \(G=\mu q-vq^2/2+\dots\) and \(qG'=\mu q-vq^2+\dots\), so

\[
\frac{m_N}{\beta}\simeq1-\frac{vq}{2\mu}
=1-\frac{r\,E[H]}{2N},\qquad r=\frac{v}{\mu^2}.
\]

The last form uses \(E[H]=\Lambda\mu\) and \(q=\Lambda/N\). For Gaussian thickness, \(\mu=e^{\beta^2\gamma^2\sigma^2/2}\) and \(E[Z^2]=e^{2\beta^2\gamma^2\sigma^2}\), giving \(r=e^{\beta^2\gamma^2\sigma^2}-1\). The lowering vanishes as \(E[H]\to0\), because removing the few weakest patches then hardly changes the mean hazard factor of the rest. The first-order form holds only deep in the tail. For the values used below and \(N=1\), it gives a relative lowering of 0.031 at \(E[H]=0.01\) and 0.31 at \(E[H]=0.1\), where the full average gives 0.025 and 0.13.

This depends on the thin side of the distribution. Suppose that for \(N=1\) the probability of a thickness deviation below \(-a\) falls as \(e^{-a/\ell}\), with \(\beta\gamma\ell>1\). With \(y=\tau-\gamma u\), the fraction failed from this tail is proportional to

\[
e^{\tau/(\gamma\ell)}\int e^{-y/(\gamma\ell)}\left(1-e^{-e^{\beta y}}\right)dy .
\]

At early times the lower limit of the integral moves to \(-\infty\). The integral still converges because \(\beta\gamma\ell>1\), so it tends to a constant and the failed fraction grows as \(e^{\tau/(\gamma\ell)}\). If the tail continues without end, the slope therefore tends to \(1/(\gamma\ell)<\beta\) and does not return to \(\beta\). A real film has a thinnest spot. If the tail ends at \(u=-a_{\max}\), the reduced slope holds only down to \(\tau\approx-\gamma a_{\max}\), and at earlier times the slope returns to \(\beta\).

A population with just two thicknesses and \(N=1\) shows the opposite limit. After the thin devices have gone, \(S\simeq we^{-\Lambda Z_2}\), where \(w\) is the fraction of thick devices and \(Z_2\) their hazard factor. Hence

\[
m_1\simeq\beta\,\frac{\Lambda Z_2}{\Lambda Z_2-\ln w}.
\]

Since \(-\ln w>0\), this is below \(\beta\) and returns to \(\beta\) at late times. The reduction can outlast the removal of the thin devices: it fades only once \(\Lambda Z_2\) is large compared with \(-\ln w\).

A slope can also be assigned from the spread of lifetimes. For \(N=1\), setting \(H\) equal to a unit exponential variable \(Y\) gives \(\ln T=\ln\eta_0+\gamma u+(\ln Y)/\beta\). The two random terms are independent and \(\operatorname{Var}(\ln Y)=\pi^2/6\), so

\[
\operatorname{Var}(\ln T)=\frac{\pi^2}{6\beta^2}+\gamma^2\sigma^2,\qquad
\beta_{\rm spread}=\frac{\pi}{\sqrt{6\operatorname{Var}(\ln T)}}
=\frac{\beta}{\sqrt{1+6\beta^2\gamma^2\sigma^2/\pi^2}} .
\]

This formula belongs to different uniform devices. Applied to regions within one device, it would treat each region as a separate sample that can fail while the others continue.

## What the numbers show

Take the round model values \(x_0=2\) nm, \(\sigma=0.1\) nm, \(b=0.7\) nm\(^{-1}\) and \(\gamma=10\) nm\(^{-1}\). Times are in units of \(\eta_0\). Then \(\beta_0=0.7\times2=1.4\), \(b\gamma\sigma^2=0.07\) and \(\beta_0\gamma\sigma=1.4\).

With equal slopes inside each device, the scale is \(e^{-0.7}=0.497\), while the averaged scale lifetime is \(e^{0.5}=1.649\). The mean breakdown-spot thickness is \(2-0.14=1.86\) nm. A simulation with 400 patches per device gives 1.862 nm and a spread-based slope of 1.37. The latter agrees with 1.40 within the test's 5% tolerance, which allows for sampling error and the finite number of patches. Thin spots dominate breakdown, yet the slope is essentially retained.

With thickness-dependent \(\beta\) inside each device, the slope at \(t=\eta_0\) is \(1.4\times1.07/1.14=1.314\), a 6% reduction. The same thickness spread between devices, at constant \(\beta\), gives a spread-based slope of \(1.4/\sqrt{1+6(1.4)^2/\pi^2}=0.946\), a 32% reduction. These are two different measures of slope, but the contrast remains on either one: the local slopes at \(t=\eta_0\) are 1.31 and 0.82, and the spread-based slopes are 1.31 and 0.95. At constant \(\beta\), the same spread inside each device would leave the slope at 1.4 for \(N\to\infty\), so the reduction depends on where the thickness varies and not only on how much.

For a projection, draw a straight line through the 10% and 90% failure points and extend it to a failed fraction of \(10^{-6}\). With thickness-dependent \(\beta\):

| \(N\) | Line slope | Local slope at \(10^{-6}\) | Extrapolated/true time |
|---|---:|---:|---:|
| 1 | 0.897 | 1.265 | 0.024 |
| 10 | 1.213 | 1.265 | 0.60 |
| \(\infty\) | 1.309 | 1.265 | 1.18 |

All three cases reach \(10^{-6}\) at the same time to the digits used here, \(1.20\times10^{-5}\,\eta_0\). Expanding \(H_N\) for small \(H\) explains this:

\[
H_N=E[H]-\frac{\operatorname{Var}(H)}{2N}+\dots
\]

The patch number drops out once \(\operatorname{Var}(H)/(2N)\) is small compared with \(E[H]\).

The common tail slope also follows from the dominant thickness. With \(\tau=\ln(1.203\times10^{-5})=-11.33\), one finds \(p=0.7(-11.33)-14=-21.93\) nm\(^{-1}\) and \(u_*=0.01(-21.93)/1.14=-0.1924\) nm. The slope is \(0.7(2-0.1924)=1.265\).

For \(N=1\), the central line carries survivor selection into a region where it has faded, and the projected lifetime is about 42 times too short. For \(N\to\infty\), the upward curvature of \(\ln H_\infty\) places the extended line below the true curve at early times, so the projected lifetime is 18% too long. With constant \(\beta\) and \(N\to\infty\), the plot is straight and the projection is correct.

Within this model, device area tests whether thickness stays correlated across a whole device. If the area grows by a factor \(k\) at fixed patch size, both \(N\) and \(H\) grow by \(k\). Their ratio is unchanged, and \(H_N\) is multiplied by \(k\). If each device instead keeps one uniform thickness whatever its area, the survival becomes \(E[e^{-kH}]\), whose cumulative hazard is in general not \(k\) times the original. For Gaussian thickness, area scaling then fails at central percentiles and recovers in the early tail; with the unbounded exponential tail above it does not recover. The test has two limits. Scaling that holds does not exclude survivor selection, since finite \(N\) at fixed patch size lowers the slope and still scales exactly. Scaling that fails in this way points to a spread of hazard between devices but does not identify thickness as its cause: a device-to-device spread in defect density can give the same signature.

The numerical output below gives the remaining values.

## Computed results

```
mean thickness x0 = 2.00 nm
thickness standard deviation sigma = 0.10 nm
slope per thickness b = 0.70 1/nm
log-lifetime per thickness gamma = 10.00 1/nm
uniform-oxide slope beta0 = 1.4000 (dimensionless)
b*gamma*sigma^2 = 0.0700 (dimensionless)
beta0*gamma*sigma = 1.4000 (dimensionless)
relative hazard variance r, constant beta = 6.0993 (dimensionless)
Constant beta, variation inside each device:
  scale from averaged hazards = 0.4966 eta0
  averaged scale lifetime = 1.6487 eta0
  breakdown-spot thickness, formula = 1.8600 nm
  breakdown-spot thickness, simulation = 1.862 nm
  simulation: 400 patches, 10000 devices (counts)
  spread-based slope, simulation = 1.372 (dimensionless)
Constant beta, differing uniform devices:
  spread-based slope, formula = 0.9457 (dimensionless)
  spread-based slope, quadrature = 0.9457 (dimensionless)
Thickness-dependent beta, variation inside each device, t=eta0:
  dominant thickness = 1.8772 nm
  local slope = 1.3140 (dimensionless)
  slope ratio to beta0 = 0.9386 (dimensionless)
  slope-raising threshold tau = 20.00 (dimensionless)
chord failed fractions = 0.1, 0.9 (dimensionless)
target failed fraction = 1.0e-06 (dimensionless)
uniform-oxide target time = 5.1795e-05 eta0
Constant beta, N=1: slopes (dimensionless) at F=0.632: 0.8043; chord: 0.9043; at target: 1.4000
  target time: true 2.5721e-05 eta0; extrapolated 3.2375e-07 eta0; extrapolated/true 0.0126 (dimensionless)
Constant beta, N=10: slopes (dimensionless) at F=0.632: 1.2026; chord: 1.2529; at target: 1.4000
  target time: true 2.5721e-05 eta0; extrapolated 9.9540e-06 eta0; extrapolated/true 0.3870 (dimensionless)
Constant beta, N=infinity: slopes (dimensionless) at F=0.632: 1.4000; chord: 1.4000; at target: 1.4000
  target time: true 2.5721e-05 eta0; extrapolated 2.5721e-05 eta0; extrapolated/true 1.0000 (dimensionless)
Thickness-dependent beta, N=1: slopes (dimensionless) at F=0.632: 0.8085; chord: 0.8971; at target: 1.2653
  target time: true 1.2031e-05 eta0; extrapolated 2.8423e-07 eta0; extrapolated/true 0.0236 (dimensionless)
Thickness-dependent beta, N=10: slopes (dimensionless) at F=0.632: 1.1812; chord: 1.2131; at target: 1.2653
  target time: true 1.2031e-05 eta0; extrapolated 7.1945e-06 eta0; extrapolated/true 0.5980 (dimensionless)
Thickness-dependent beta, N=infinity: slopes (dimensionless) at F=0.632: 1.3114; chord: 1.3091; at target: 1.2653
  target time: true 1.2031e-05 eta0; extrapolated 1.4230e-05 eta0; extrapolated/true 1.1828 (dimensionless)
```
